# The Spin-Orbit Operator and Its Radial Integrals in LAPW Spheres

**Q.** In LAPW one can compute bands without spin-orbit coupling and then add a term $\xi(r)\,\mathbf L\cdot\mathbf S$ in a second diagonalization, the second variation. I distrust added terms. Where does this one come from?

**A.** From the Dirac equation, by eliminating the small component. I use Hartree units ($\hbar=m=e=1$), measure $E$ from the rest energy, and take a spherical potential energy $V(r)$ inside the muffin-tin sphere, with no magnetic or spin-dependent field. With $\varphi$ and $\chi$ the large and small two-component parts,

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+V\varphi=E\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi=E\chi .$$

The second equation contains $\chi$ without derivatives, so it can be solved for $\chi$:

$$\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi}{2c^2+E-V}=\frac{\boldsymbol\sigma\cdot\mathbf p\,\varphi}{2Mc},\qquad M(r)=1+\frac{E-V(r)}{2c^2}.$$

Inserting this in the first equation gives, with no approximation,

$$\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+V\varphi=E\varphi,\qquad f=\frac1{2M}.$$

**Q.** I see no $\mathbf L\cdot\mathbf S$ there. If $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the spin drops out.

**A.** It would if $f$ were constant. But $\mathbf p=-i\nabla$ also differentiates $f$:

$$p_i(f\,p_j\varphi)=f\,p_ip_j\varphi-i(\partial_if)\,p_j\varphi .$$

Multiply by $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and sum. The $\delta_{ij}$ part is $\mathbf p\cdot f\,\mathbf p\,\varphi$. In the $\epsilon_{ijk}$ part, $f\,p_ip_j$ is symmetric in $i,j$ and cancels. What remains has the factor $i\cdot(-i)=1$:

$$\epsilon_{ijk}\sigma_k(\partial_if)p_j\varphi=\boldsymbol\sigma\cdot(\nabla f\times\mathbf p)\varphi .$$

Since $f$ is spherical, $\nabla f=f'\,\mathbf r/r$. With $\mathbf L=\mathbf r\times\mathbf p$ and $\boldsymbol\sigma=2\mathbf S$ this becomes $(2f'/r)\,\mathbf L\cdot\mathbf S$.

**Q.** And the sign? $V$ enters $M$ with a minus.

**A.** There are two minus signs. From $M'=-V'/(2c^2)$,

$$f'=-\frac{M'}{2M^2}=\frac{V'}{4M^2c^2},$$

and therefore

$$\Big[\mathbf p\cdot\frac1{2M}\mathbf p+V+\xi\,\mathbf L\cdot\mathbf S\Big]\varphi=E\varphi,\qquad \xi(r)=\frac{1}{2M^2c^2r}\frac{dV}{dr}.$$

An attractive potential that rises outward has $V'>0$, so $\xi>0$, and states with $\mathbf L$ and $\mathbf S$ antiparallel are lowered. For $M\to1$ the prefactor becomes the Pauli form $V'/(2c^2r)$.

**Q.** Then the Hamiltonian contains its own eigenvalue, through $M$. What does a first-order energy shift mean?

**A.** The equation is a nonlinear eigenvalue problem, so the perturbation formula has to be derived again. Write $H_0(E)=\mathbf p\cdot(1/2M)\mathbf p+V$, multiply the spin-orbit term by $\lambda$, and differentiate $[H_0(E)+\lambda\xi\,\mathbf L\cdot\mathbf S]\varphi=E\varphi$ at $\lambda=0$. Projecting on the unperturbed $\varphi$ gives

$$\langle\varphi|\xi\,\mathbf L\cdot\mathbf S|\varphi\rangle+\frac{dE}{d\lambda}\Big\langle\varphi\Big|\frac{\partial H_0}{\partial E}\Big|\varphi\Big\rangle+\Big\langle\varphi\Big|(H_0-E)\frac{d\varphi}{d\lambda}\Big\rangle=\frac{dE}{d\lambda}\langle\varphi|\varphi\rangle .$$

If $\varphi$ vanishes at the sphere for every $\lambda$, $H_0$ at fixed $E$ is Hermitian and the third term is zero. Hence

$$\frac{dE}{d\lambda}=\frac{\langle\varphi|\xi\,\mathbf L\cdot\mathbf S|\varphi\rangle}{\langle\varphi|1-\partial H_0/\partial E|\varphi\rangle}.$$

Because $\partial M/\partial E=1/(2c^2)$, we have $\partial f/\partial E=-1/(4M^2c^2)$. One integration by parts turns the denominator into

$$\int\Big[|\varphi|^2+\frac{|\nabla\varphi|^2}{4M^2c^2}\Big]d^3r .$$

The second term is the spin-independent part of $\int|\chi|^2$. So $\xi$ is averaged over the large component, while the norm includes the small one.

**Q.** Now the angular factor. What are its values?

**A.** From $J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S$, the eigenvalue $K$ of $\mathbf L\cdot\mathbf S$ is

$$K=\tfrac12\big[j(j+1)-l(l+1)-\tfrac34\big].$$

For $j=l+\frac12$, $j(j+1)=l^2+2l+\frac34$, so $K=l/2$. For $j=l-\frac12$, $j(j+1)=l^2-\frac14$, so $K=-(l+1)/2$. For $l=0$ there is only $K=0$.

Band states are expanded in $|lm\sigma\rangle$, where

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

The diagonal elements are $m\sigma$ with $\sigma=\pm\frac12$. The spin-flip element is

$$\langle l,m{+}1,\downarrow|\mathbf L\cdot\mathbf S|l,m,\uparrow\rangle=\tfrac12\sqrt{l(l+1)-m(m+1)},$$

together with its Hermitian conjugate. Different $l$ do not mix, since $\xi$ is spherical and $\mathbf L$ preserves $l$.

**Q.** Which radial functions do you use? The true ones depend on $j$.

**A.** Second variation uses scalar-relativistic functions, made with $\xi\,\mathbf L\cdot\mathbf S$ left out. For $\varphi=u(r)Y_{lm}$, $\mathbf p\cdot f\mathbf p=-\nabla\cdot f\nabla$ gives

$$-\frac1{r^2}\Big(\frac{r^2u'}{2M}\Big)'+\Big[\frac{l(l+1)}{2Mr^2}+V-E\Big]u=0 .$$

Put $P=ru$ and $q=ru'/(2M)$, and call the bracket $W$. Then $P'=u+ru'$, while the equation reads $(rq)'=r^2Wu=rWP$. Thus

$$P'=\frac Pr+2Mq,\qquad q'=-\frac qr+WP .$$

LAPW linearizes in energy: it keeps $u$ at a chosen energy parameter $E_l$ together with $\dot u=\partial u/\partial E$. Differentiating the pair, including $M$, gives

$$\dot P'=\frac{\dot P}r+2M\dot q+\frac q{c^2},\qquad
\dot q'=-\frac{\dot q}r+W\dot P-\Big[1+\frac{l(l+1)}{4M^2c^2r^2}\Big]P .$$

**Q.** How are $u$ and $\dot u$ normalized, given that unusual norm?

**A.** With the same norm, written as a product of radial functions $a$ and $b$:

$$N[a,b]=\int_0^R\Big\{ab+\frac{a'b'+l(l+1)ab/r^2}{4M^2c^2}\Big\}r^2dr .$$

There is a check on it. Differentiate $\dot Pq-P\dot q$ and insert the four equations. The terms in $1/r$, $2M$ and $W$ cancel in pairs, leaving

$$(\dot Pq-P\dot q)'=\Big[1+\frac{l(l+1)}{4M^2c^2r^2}\Big]P^2+\frac{q^2}{c^2}.$$

Since $q^2/c^2=r^2u'^2/(4M^2c^2)$, the right side is the integrand of $N[u,u]$. The regular solution contributes nothing at the origin, so $N[u,u]=(\dot Pq-P\dot q)_{r=R}$ before normalization.

We then scale $u$ to $N[u,u]=1$, scale $\dot u$ by the same factor, and replace $\dot u$ by $\dot u-N[u,\dot u]\,u$. This makes the two orthogonal and leaves the space they span unchanged.

**Q.** So what has to be integrated?

**A.** Three numbers for each $l$, with $M$ in $\xi$ taken at $E_l$:

$$\xi_{uu}=\int_0^Ru^2\xi r^2dr,\quad
\xi_{u\dot u}=\int_0^Ru\dot u\,\xi r^2dr,\quad
\xi_{\dot u\dot u}=\int_0^R\dot u^2\xi r^2dr .$$

Let a scalar band state $n$ have the sphere part $\sum_{lm}(A^n_{lm}u_l+B^n_{lm}\dot u_l)Y_{lm}$. Multiplying out two such sums gives the sphere's contribution

$$\langle n\sigma|H_{SO}|n'\sigma'\rangle=\sum_{lmm'}\Big[A^{n*}_{lm}A^{n'}_{lm'}\xi_{uu}+\big(A^{n*}_{lm}B^{n'}_{lm'}+B^{n*}_{lm}A^{n'}_{lm'}\big)\xi_{u\dot u}+B^{n*}_{lm}B^{n'}_{lm'}\xi_{\dot u\dot u}\Big]\langle lm\sigma|\mathbf L\cdot\mathbf S|lm'\sigma'\rangle .$$

The integrals on the right depend on $l$. Add the scalar band energies on the diagonal and diagonalize: that is the second variation. It neglects spin-orbit coupling outside the spheres.

**Q.** Is $\dot u$ worth the trouble? Spin-orbit coupling acts near the nucleus, where $u$ hardly changes shape with energy.

**A.** Its shape there may hardly change, but its amplitude relative to the normalized whole does. Differentiating $\xi_{uu}$ gives $d\xi_{uu}/dE\approx2\xi_{u\dot u}$. The corrections come from the energy dependence of $M$, in $\xi$ and in the norm. The first is $-\int u^2\xi r^2/(Mc^2)\,dr$, because $\partial M^{-2}/\partial E=-M^{-3}/c^2$.

A model shows the size. Take

$$V(r)=-\frac{1+79\,e^{-r/0.35}}r ,$$

with lengths in bohr. The nuclear charge is 80, screened to 1 far away. The sphere radius is $R=3$ bohr. I choose the p level with four radial nodes inside the sphere and $u(R)=0$. This condition replaces the matching to plane waves in a crystal. The parameters are round and represent no particular material.

The scalar level is $E_0=0.0805$ hartree. I place $E_l$ 0.2 hartree lower, at $-0.1195$ hartree, and obtain

- $\xi_{uu}=0.09100$ hartree,
- $\xi_{u\dot u}=0.10317$, dimensionless because $\dot u$ carries an inverse energy,
- $\xi_{\dot u\dot u}=0.11697$ hartree$^{-1}$,
- $N[\dot u,\dot u]=1.6151$ hartree$^{-2}$.

A finite energy difference, extrapolated to zero step, gives $d\xi_{uu}/dE=0.206330$, against $2\xi_{u\dot u}=0.206334$. The gap of $-4\times10^{-6}$ is the correction from $M$ in $\xi$; the one from the norm is far smaller.

**Q.** You need the coupling at the level, though, not at $E_l$.

**A.** The boundary condition supplies the mixture. For $Au+B\dot u$ to vanish at $R$, $b=B/A=-u(R)/\dot u(R)=0.21572$ hartree, close to the energy offset, as a first-order expansion would give. The coupling per unit $\mathbf L\cdot\mathbf S$ is

$$\zeta=\frac{\xi_{uu}+2b\,\xi_{u\dot u}+b^2\xi_{\dot u\dot u}}{1+b^2N[\dot u,\dot u]}
=\frac{0.09100+0.04451+0.00544}{1+0.07516}=0.1311\ \text{hartree}.$$

Using $u$ calculated at the level itself gives 0.1350 hartree. The linearized result is 2.9% below this, whereas $\xi_{uu}$ at $E_l$ alone is 33% below.

The neglected part of the energy expansion of $u$ starts at second order in the offset. Freezing $M$ at $E_l$ adds only a linear term of relative order $1/c^2$, far smaller at these offsets. Accordingly, halving the offset from 0.04 to 0.02 hartree reduces the error from $1.79\times10^{-4}$ to $4.56\times10^{-5}$ hartree, a factor of 3.9.

**Q.** Does 0.1350 really include the right norm, or could the small component be left out unnoticed?

**A.** It can be tested without using the perturbation formula. Solve the eliminated equation with small positive and negative values of $K$, and measure the slope of the level at $K=0$. The slope agrees with the integral to about one part in $10^6$. The small component carries $2.0\times10^{-4}$ of the norm, and the test demands agreement to a fifth of that weight. Omitting it would therefore fail the test, although the effect on this valence-like level is small.

**Q.** If the small component matters so little, why not set $M=1$ in $\xi$ as well?

**A.** Because the two integrals sample different regions. Most of the norm lies where $M$ is near 1, but 97% of $\xi_{uu}$, evaluated with $u$ at the level, comes from $r<0.1$ bohr. There $M$ rises toward the nucleus: it is 1.016 at 0.1 bohr, 1.207 at 0.01 bohr and 3.124 at 0.001 bohr. Setting $M=1$ in $\xi$, while keeping the same $u$, raises the coupling at the level from 0.135 to 0.196 hartree, by 45%.

The concentration near the nucleus also supports neglecting the region outside the spheres in a case like this one.

**Q.** Then let me see the levels, compared with the Dirac equation.

**A.** For p states $K=-1$ (two states, $j=\frac12$) and $K=\frac12$ (four states, $j=\frac32$). I take $\zeta=0.1311$ hartree and put the exact scalar level 0.0805 on the diagonal. The linearized function has the slightly higher energy $E_l+b/(1+b^2N[\dot u,\dot u])=0.0811$ hartree, which would shift both levels equally and leave the splitting unchanged. The second variation restricted to this one radial level then gives

$$E_{1/2}=0.0805-0.1311=-0.0506,\qquad E_{3/2}=0.0805+0.0656=0.1461\ \text{hartree}.$$

The Dirac equation, with the large component vanishing at the same radius, gives $-0.0975$ and $0.1420$ hartree. The splittings are

- second variation: 0.1967 hartree (5.35 eV),
- Dirac: 0.2395 hartree (6.52 eV).

**Q.** That is 18% too small. Your operator was supposed to be free of approximation.

**A.** The operator is; the first-order use of it is not. The eliminated equation, solved separately with $K=-1$ and $K=\frac12$, reproduces both Dirac levels to the six decimals computed. This comparison integrates two different sets of radial equations.

Part of the 18% comes from the displaced $E_l$. With $u$ taken at the level, the splitting is still 15% below the Dirac value. That remainder is the nonlinearity of $E(K)$: we have the correct slope at $K=0$, but follow the tangent as far as $K=-1$. There the tangent reaches $0.0805-0.1350=-0.0545$ hartree, 0.043 above the Dirac level. At $K=\frac12$ it is only 0.006 too high. A purely quadratic error would have the ratio 4, whereas this one is about 7, so higher orders contribute too.

**Q.** A real calculation includes many bands. Would they not supply the higher orders?

**A.** They let the radial function change, but in LAPW only within the span of $u$ and $\dot u$ at $E_l$, unless further radial functions are added. The direction also matters: at second order, mixing with scalar p states above the level lowers it, while mixing with those below raises it. But there is an obstacle in $p_{1/2}$, seen most simply for a point nucleus in the behaviour at small $r$. There $V\approx-Z/r$ and $M\approx Z/(2c^2r)$, so

$$\xi\approx\frac{1}{2c^2r}\,\frac Z{r^2}\,\frac{4c^4r^2}{Z^2}=\frac{2c^2}{Zr}.$$

Try $P=r^s$. The first radial equation gives

$$q=\frac{P'-P/r}{2M}=\frac{(s-1)c^2}{Z}\,r^s .$$

In the second, with $K\xi$ added to $W$, the leading terms are

$$\frac{(s-1)(s+1)c^2}{Z}r^{s-1}=\Big[\frac{l(l+1)c^2}{Z}-Z+\frac{2Kc^2}{Z}\Big]r^{s-1},$$

where $E$ and the constant parts of $V$ and $M$ are of higher order in $r$. Therefore

$$s^2=1+l(l+1)+2K-\frac{Z^2}{c^2}.$$

For $Z=80$ the scalar p function has $K=0$ and $s=1.63$, so $u=P/r\sim r^{0.63}$ vanishes at the nucleus. The $p_{1/2}$ function has $K=-1$ and $s=0.81$, so $u\sim r^{-0.19}$ diverges, though it remains normalizable. Every scalar $u$ and $\dot u$ for $l=1$ vanishes at the nucleus, and no finite sum of them can diverge. Scalar functions taken at many energies can still approach the $p_{1/2}$ level, provided the p states below it are included, but only slowly, since very high energies are needed to build the shape close to the nucleus. In the model sphere the lowest 20 scalar p levels (up to 180 hartree) leave it 0.049 hartree too high, and the lowest 80 (up to 3200 hartree) still 0.026. If the four states below the level are left out, as core states usually are, the level does not settle on the Dirac value: it is 0.010 hartree too high with 6 states, and 0.014 and 0.069 too low with 16 and 76. Adding a radial function solved with $K=-1$ supplies the missing behaviour.

A finite nucleus replaces the singular power inside the nuclear radius but does not remove the obstacle, because the scalar and $p_{1/2}$ shapes still differ outside it. With a uniform nucleus of radius $1.3\times10^{-4}$ bohr the $p_{1/2}$ level rises by only $10^{-4}$ hartree, the splitting error stays at 15%, and the convergence with scalar functions is equally slow.

**Q.** When may I trust the simple procedure, then?

**A.** When the spin-orbit term changes the radial function little in the region where $\xi$ acts, and $E_l$ is close enough to the bands for the linear expansion. The first condition improves as relativity weakens. With the same potential and boundary condition but $c$ five times larger, the first-order splitting, using $u$ at the level, is 0.5% below the Dirac one instead of 15%. For heavy elements, the $p_{1/2}$ states are the ones to check first.

The derivation also assumed a spherical potential without spin dependence. A nonspherical part of $V$ would give $\nabla f$ components perpendicular to $\mathbf r$, and then $\boldsymbol\sigma\cdot(\nabla f\times\mathbf p)$ no longer reduces to $\xi(r)\,\mathbf L\cdot\mathbf S$. The numerical check accompanying this exchange covers the spherical case.

## Values computed for the example and the checks

```
Speed of light: 137.035999 a.u.
Nuclear charge: 80 e
Screening length: 0.35 bohr
Sphere radius: 3.0 bohr
Radial nodes inside sphere: 4
Operator identity, largest residual: 4.2e-143
Scalar-relativistic p level: 0.080501 hartree
Energy parameter E_l: -0.119499 hartree
M at r = 0.001 bohr: 3.124050
xi at r = 0.001 bohr: 2.18249e+05 hartree
M at r = 0.01 bohr: 1.207077
xi at r = 0.01 bohr: 1.46133e+03 hartree
M at r = 0.1 bohr: 1.016070
xi at r = 0.1 bohr: 1.99432e+00 hartree
M at r = 1.0 bohr: 1.000144
xi at r = 1.0 bohr: 4.92447e-04 hartree
xi_uu at E_l: 0.0910005 hartree
xi_u,udot at E_l: 0.1031669 (dimensionless)
xi_udot,udot at E_l: 0.1169689 1/hartree
Norm of udot, N_dd: 1.615062 1/hartree^2
Coefficient ratio B/A: 0.215718 hartree
Finite difference d(xi_uu)/dE: 0.2063244
Twice xi_u,udot: 0.2063339
Coupling zeta from u and udot: 0.1311006 hartree
Coupling zeta from u at the level: 0.1350067 hartree
Level slope dE/dK at K = 0: 0.1350068 hartree
Expansion error, offset 0.04 hartree: 1.792e-04 hartree
Expansion error, offset 0.02 hartree: 4.556e-05 hartree
Ratio of these errors: 3.934
Small-component weight at the level: 1.998e-04
Share of xi_uu from r < 0.1 bohr: 0.97350
xi_uu at the level with M set to 1 in xi: 0.1960876 hartree
Second-variation p1/2 level: -0.050600 hartree
Second-variation p3/2 level: 0.146051 hartree
Dirac p1/2 level: -0.097464 hartree
Dirac p3/2 level: 0.142034 hartree
Eliminated-equation p1/2 level: -0.097464 hartree
Eliminated-equation p3/2 level: 0.142034 hartree
Second-variation splitting: 0.196651 hartree
Second-variation splitting: 5.3511 eV
Dirac splitting: 0.239497 hartree
Dirac splitting: 6.5171 eV
First-order splitting error, u at the level: -15.444 %
Same error with light speed times 5: -0.488 %
Scalar p power of P at nucleus: 1.63070
Dirac p1/2 power of P at nucleus: 0.81191
```
